# Thin transparent films in ellipsometry: first order in Delta, second in Psi

## 1. Result

Light of vacuum wavelength $\lambda$ falls at angle $\varphi$ from an ambient of permittivity $\varepsilon_a=n_a^2$ onto a film of thickness $d$ on a substrate $\varepsilon_s$ that fills the half-space below. The film may be uniaxial with its axis along the surface normal, as a layered crystal lying flat is, with permittivity $\varepsilon_t$ in the plane and $\varepsilon_z$ along the normal. All permittivities are relative, real and positive, the media are nonmagnetic and homogeneous, the interfaces are flat, and $\varepsilon_s\neq\varepsilon_a$. Ellipsometry measures
$$\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta}. \tag{1}$$
Away from Brewster's angle, and without total reflection, the film changes the two angles by
$$\delta\Delta=\frac{4\pi n_a}{\lambda}\,\frac{\varepsilon_s\cos\varphi\,\sin^2\varphi}{(\varepsilon_s-\varepsilon_a)\,D}\,J+O(d^3),\qquad \delta\Psi=O(d^2), \tag{2}$$
$$D=\varepsilon_s\cos^2\varphi-\varepsilon_a\sin^2\varphi,\qquad J=d\left(\varepsilon_t+\frac{\varepsilon_a\varepsilon_s}{\varepsilon_z}-\varepsilon_a-\varepsilon_s\right). \tag{3}$$
The linear change of $\Delta$ vanishes at normal incidence, at grazing incidence and for $J=0$. At Brewster's angle $D=0$ and the expansion fails; Section 6 treats that case.

Fields vary as $e^{i(\omega t-Kx)}$, with $z$ pointing into the substrate, so an absorbing medium has $\varepsilon=\varepsilon'-i\varepsilon''$ with $\varepsilon''>0$. The opposite time factor reverses the sign of $\Delta$.

## 2. An equation for the surface admittance

Let $k_0=2\pi/\lambda$, $\kappa=K/k_0=n_a\sin\varphi$ and $\zeta=k_0z$. Maxwell's equations are $\nabla\times\mathbf E=-i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=i\omega\varepsilon_0\varepsilon\mathbf E$.

For s polarization the fields are $E_y,H_x,H_z$. The $z$ component of the first equation gives $H_z=KE_y/(\omega\mu_0)$. The remaining equations are
$$\frac{dE_y}{dz}=i\omega\mu_0H_x,\qquad \frac{dH_x}{dz}=i\omega\varepsilon_0\varepsilon_tE_y-\frac{iK^2}{\omega\mu_0}E_y.$$
For p polarization the fields are $H_y,E_x,E_z$, with $E_z=-KH_y/(\omega\varepsilon_0\varepsilon_z)$, and
$$\frac{dH_y}{dz}=-i\omega\varepsilon_0\varepsilon_tE_x,\qquad \frac{dE_x}{dz}=-i\omega\mu_0H_y+\frac{iK^2}{\omega\varepsilon_0\varepsilon_z}H_y.$$
Take $F=E_y$, $G=-(\omega\mu_0/k_0)H_x$ for s, and $F=H_y$, $G=(\omega\varepsilon_0/k_0)E_x$ for p. These are tangential fields, hence continuous at interfaces. Since $\omega^2\mu_0\varepsilon_0=k_0^2$, both pairs obey
$$\frac{dF}{d\zeta}=-iaG,\qquad\frac{dG}{d\zeta}=-ibF, \tag{4}$$
$$\text{s: }a=1,\ b=\varepsilon_t-\kappa^2;\qquad \text{p: }a=\varepsilon_t,\ b=1-\kappa^2/\varepsilon_z. \tag{5}$$

In a homogeneous isotropic medium a wave moving toward $+z$ varies as $e^{-iq\zeta}$ with $q=\sqrt{\varepsilon-\kappa^2}$. By (4) its ratio $G/F$ is $q$ for s and $q/\varepsilon$ for p; the reversed wave has the opposite ratio. Call this admittance $A$ in the ambient and $S$ in the substrate. At the front surface the ambient fields are $F=1+r$ and $G=A(1-r)$, so with $X=G/F$ there,
$$r=\frac{A-X}{A+X}. \tag{6}$$
For the bare surface $X=S$. At normal incidence this gives $r_p=-r_s$, so $\rho=-1$ and $\Delta=180^\circ$, which fixes the sign convention.

From (4), $d(G/F)/d\zeta=-ib+ia(G/F)^2$. Adding thickness moves the front surface toward $-z$ while the ratio at the substrate stays $S$. The admittance seen at the front therefore obeys
$$\frac{dX}{d\tau}=i\,(b-aX^2),\qquad X(0)=S,\qquad \tau=k_0d. \tag{7}$$

## 3. First order in thickness

Define $B_S=b-aS^2$. Equation (7) gives $X=S+i\tau B_S+O(\tau^2)$. From (6), $dr/dX=-2A/(A+X)^2$; dividing by $r_0=(A-S)/(A+S)$ gives
$$\frac{\delta r}{r_0}=-\frac{2i\tau A B_S}{A^2-S^2}. \tag{8}$$
Here $A$ is real, and $B_S$ and $A^2-S^2$ contain only $S^2$, which is real. The relative change is therefore imaginary: the film's contribution is in quadrature with the bare reflection. A small quadrature part $x$ turns the phasor by about $x$ but lengthens it by the factor $\sqrt{1+x^2}$, which has no linear term.

**s polarization.** Here $A=n_a\cos\varphi$, $S^2=\varepsilon_s-\kappa^2$, $B_S=\varepsilon_t-\varepsilon_s$ and $A^2-S^2=\varepsilon_a-\varepsilon_s$, so
$$\frac{\delta r_s}{r_s}=2i\tau n_a\cos\varphi\,\frac{\varepsilon_t-\varepsilon_s}{\varepsilon_s-\varepsilon_a}. \tag{9}$$
If $\varepsilon_t=\varepsilon_a$, this is $-2i\tau n_a\cos\varphi$, the phase of the extra path to a surface lowered by $d$, as it must be.

**p polarization.** Here $A=n_a\cos\varphi/\varepsilon_a$ and $S^2=(\varepsilon_s-\kappa^2)/\varepsilon_s^2$. Then
$$A^2-S^2=\frac1{\varepsilon_a}-\frac1{\varepsilon_s}-\kappa^2\left(\frac1{\varepsilon_a^2}-\frac1{\varepsilon_s^2}\right)=\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_s}\right)\left[1-\kappa^2\left(\frac1{\varepsilon_a}+\frac1{\varepsilon_s}\right)\right].$$
With $\kappa^2=\varepsilon_a\sin^2\varphi$ the square bracket is $\cos^2\varphi-(\varepsilon_a/\varepsilon_s)\sin^2\varphi=D/\varepsilon_s$. Hence
$$A^2-S^2=\frac{(\varepsilon_s-\varepsilon_a)D}{\varepsilon_a\varepsilon_s^2},\qquad \frac{\delta r_p}{r_p}=-2i\tau n_a\cos\varphi\,\frac{\varepsilon_s^2B_S}{(\varepsilon_s-\varepsilon_a)D}. \tag{10}$$

**The ratio.** Since $\delta\rho/\rho=\delta r_p/r_p-\delta r_s/r_s$, equations (9) and (10) combine to
$$\frac{\delta\rho}{\rho}=-\frac{2i\tau n_a\cos\varphi}{(\varepsilon_s-\varepsilon_a)D}\,N,\qquad N=\varepsilon_s^2B_S+(\varepsilon_t-\varepsilon_s)D. \tag{11}$$
Write $u=\sin^2\varphi$, so that $D=\varepsilon_s-(\varepsilon_s+\varepsilon_a)u$. The two parts of $N$ are
$$\varepsilon_s^2B_S=\varepsilon_s^2-\frac{\varepsilon_a\varepsilon_s^2}{\varepsilon_z}u-\varepsilon_t\varepsilon_s+\varepsilon_t\varepsilon_au,$$
$$(\varepsilon_t-\varepsilon_s)D=\varepsilon_t\varepsilon_s-\varepsilon_s^2-\varepsilon_t(\varepsilon_s+\varepsilon_a)u+\varepsilon_s(\varepsilon_s+\varepsilon_a)u.$$
In the sum the terms without $u$ cancel, and so does $\varepsilon_t\varepsilon_au$. What remains is
$$N=\varepsilon_su\left(\varepsilon_s+\varepsilon_a-\varepsilon_t-\frac{\varepsilon_a\varepsilon_s}{\varepsilon_z}\right)=-\varepsilon_s\sin^2\varphi\,\frac Jd. \tag{12}$$
Inserting this into (11), with $\tau=2\pi d/\lambda$, gives
$$\frac{\delta\rho}{\rho}=igJ,\qquad g=\frac{4\pi n_a}{\lambda}\frac{\varepsilon_s\cos\varphi\sin^2\varphi}{(\varepsilon_s-\varepsilon_a)D}. \tag{13}$$
By (1), $\ln\rho=\ln\tan\Psi+i\Delta$. The real part of (13) is the change of $\ln\tan\Psi$ and is zero; the imaginary part is the linear term in (2).

## 4. What the phase measures

For an isotropic film, $\varepsilon_t=\varepsilon_z=\varepsilon_f$ and
$$J=d\,\frac{(\varepsilon_f-\varepsilon_a)(\varepsilon_f-\varepsilon_s)}{\varepsilon_f}. \tag{14}$$
A film matched to either neighbour leaves $\rho$ unchanged at any thickness, since it only shifts the reflecting surface or extends the substrate. A film of intermediate permittivity has $J<0$. For $\varepsilon_s>\varepsilon_a$ and $J>0$, $\Delta$ rises from $180^\circ$ below Brewster's angle and falls from $0^\circ$ (equivalently $360^\circ$) above it, because $D$ changes sign.

In vacuum, (3) can be regrouped as
$$J=d(\varepsilon_t-1)-\varepsilon_s\,d\left(1-\frac1{\varepsilon_z}\right). \tag{15}$$
The products $d(\varepsilon_t-1)$ and $d(1-1/\varepsilon_z)$ are the in-plane and out-of-plane susceptibilities of the film as a sheet. At first order the measurement depends on these products, not on $d$ separately, so the thickness assigned to a monolayer is a convention as long as the products are kept.

For a stack, each layer adds its own $i k_0d_jB_{S,j}$ to $X$ at first order, so the values of $J$ add. This makes $\Delta$ a layer counter for stacks thin enough for the linear law, provided that $J$ per layer is known.

## 5. The second-order change of Psi

Without total reflection $S$ is real. Taking the complex conjugate of (7) reverses the sign of $i$, which is equivalent to reversing $\tau$; the starting value is unchanged. Thus $X^*(d)=X(-d)$, where negative $d$ means the mathematical continuation of the solution, and by (6)
$$\rho^*(d)=\rho(-d). \tag{16}$$
So $|\rho|$ is even in $d$ and the change of $\Delta$ is odd. Where $\rho(0)\neq0$ both have power series, which proves the remainders in (2).

To find the leading term of $\Psi$, differentiate (7): $d^2X/d\tau^2=-2iaX\,dX/d\tau$, which at $\tau=0$ equals $2aSB_S$. Hence
$$X=S+aSB_S\tau^2+iB_S\tau+O(\tau^3).$$
The squared moduli of numerator and denominator in (6) give
$$\ln|A\mp X|^2=\ln(A\mp S)^2\mp\frac{2aSB_S\tau^2}{A\mp S}+\frac{B_S^2\tau^2}{(A\mp S)^2}+\dots$$
Half the difference (upper sign minus lower) is
$$\delta\ln|r|=\tau^2\left[-\frac{2aASB_S}{A^2-S^2}+\frac{2ASB_S^2}{(A^2-S^2)^2}\right].$$
Over a common denominator the numerator contains $B_S-a(A^2-S^2)=b-aA^2\equiv B_A$, so
$$\delta\ln|r|=\frac{2(k_0d)^2AS\,B_SB_A}{(A^2-S^2)^2}. \tag{17}$$
Because $d\ln\tan\Psi/d\Psi=2/\sin2\Psi$, the change of $\Psi$ is
$$\delta\Psi=\tfrac12\sin2\Psi_0\left(\delta\ln|r_p|-\delta\ln|r_s|\right). \tag{18}$$

## 6. Where the statement changes

**Brewster's angle.** Equation (13) is reliable when the film is optically thin and the relative changes (9) and (10) are both small. A small $\delta\Delta$ alone does not ensure this, because near normal incidence the two changes nearly cancel in the ratio. At $D=0$ the bare $r_p$ vanishes and the film supplies all of it. Let $\Sigma=\varepsilon_a+\varepsilon_s$; then $\cos^2\varphi=\varepsilon_a/\Sigma$ and $\kappa^2=\varepsilon_a\varepsilon_s/\Sigma$. For p polarization $A=S=1/\sqrt\Sigma$ and
$$B_S=1-\frac{\varepsilon_a\varepsilon_s}{\Sigma\varepsilon_z}-\frac{\varepsilon_t}{\Sigma}=-\frac{J}{\Sigma d}.$$
From (6), $r_p\simeq-i\tau B_S/(2A)=ik_0J/(2\sqrt\Sigma)$. For s polarization the admittances are $\varepsilon_a/\sqrt\Sigma$ and $\varepsilon_s/\sqrt\Sigma$, so $r_s\simeq-(\varepsilon_s-\varepsilon_a)/\Sigma$. Therefore
$$\rho\simeq-\frac{i\pi}{\lambda}\frac{\sqrt{\varepsilon_a+\varepsilon_s}}{\varepsilon_s-\varepsilon_a}\,J. \tag{19}$$
For $J\neq0$, $\Psi$ is here linear in thickness, and $\Delta$ tends to $270^\circ$ as $d\to0$ for $J>0$ and $\varepsilon_s>\varepsilon_a$. For $J=0$, $B_S=0$ makes $X=S$ a constant solution of (7), and $r_p$ stays zero at any thickness.

**Absorption.** The algebra leading to (13) remains valid for complex permittivities. If only the film absorbs, $J=J'-iJ''$ and
$$\delta\ln\tan\Psi=gJ'', \tag{20}$$
so between normal and grazing incidence film absorption changes $\Psi$ at first order in thickness, unless $J''=d\,(\varepsilon_t''-\varepsilon_a\varepsilon_s\varepsilon_z''/|\varepsilon_z|^2)$ vanishes, as it does for an isotropic film with $|\varepsilon_f|^2=\varepsilon_a\varepsilon_s$. An absorbing substrate makes $g$ complex as well and in general also gives a linear change of $\Psi$, though the contributions can cancel at particular angles.

**Total reflection.** If $\kappa^2>\varepsilon_s$, $S$ is imaginary but $S^2$ is still real, so (13) holds. The parity argument of Section 5 needs real $S$, and the remainder in $\delta\Delta$ is now in general $O(d^2)$. Setting $X=i\chi$ in (7) gives $d\chi/d\tau=b+a\chi^2$, so $\chi$ stays real. Then $|r|=1$ for both polarizations and $\Psi=45^\circ$ at any thickness. The bare $\Delta$ is no longer restricted to $0^\circ$ or $180^\circ$.

## 7. Example: layers of MoS2 on a silica-like substrate

Take $\lambda=1000$ nm, vacuum above, a substrate index of 1.45, film indices of 4.2 in plane and 2.5 out of plane, and 0.65 nm per layer. The film values are rough typical ones and are held fixed as layers are added. With $\varepsilon_t=17.640$, $\varepsilon_z=6.250$ and $\varepsilon_s=2.1025$,
$$J=0.65\left(17.640+\frac{2.1025}{6.250}-1-2.1025\right)\text{nm}=9.668\ \text{nm}.$$
In the grouping (15) this is $10.816-1.148$ nm, so the in-plane response dominates. At $\varphi=70^\circ$, above Brewster's angle of $55.41^\circ$, $D=-0.6371$ and
$$\delta\Delta=\frac{4\pi}{1000}\,\frac{2.1025\times0.3420\times0.8830}{1.1025\times(-0.6371)}\times9.668=-0.1098\ \text{rad}=-6.29^\circ.$$

The bare surface has $\Psi=21.84^\circ$ and $\Delta=0^\circ$. The full solution and the leading laws (2) and (18) give, in degrees:

| Layers | $\delta\Delta$ full | linear | $\delta\Psi$ full | quadratic |
|---|---|---|---|---|
| 1 | −6.28 | −6.29 | −0.030 | −0.030 |
| 2 | −12.48 | −12.59 | −0.118 | −0.121 |
| 3 | −18.54 | −18.88 | −0.255 | −0.273 |
| 4 | −24.40 | −25.17 | −0.429 | −0.486 |

From one layer to two, $\delta\Delta$ nearly doubles and $\delta\Psi$ grows by a factor of 3.9. For four layers the linear law is 3% too large in magnitude, relative to the full $\delta\Delta$.

For one layer at $70^\circ$ the change of $\Delta$ is 209 times that of $\Psi$, but this ratio is not typical of all angles. The change of $\Psi$ is $+0.297^\circ$ at $60^\circ$ and $-0.030^\circ$ at $70^\circ$, so it passes through zero between them. The ratio is about 73 at $60^\circ$ and 67 at $80^\circ$.

Near Brewster's angle the linear law fails as expected. At $54^\circ$ it predicts $71.0^\circ$ where the full change of $\Delta$ is $47.9^\circ$, and $\Psi$ changes by $1.45^\circ$. At Brewster's angle itself (19) gives $\tan\Psi=0.0485$, or $\Psi=2.78^\circ$, against $2.76^\circ$ in full. Two layers give $5.44^\circ$, nearly twice as much. The corresponding values of $\Delta$, $264.9^\circ$ and $260.0^\circ$, lie below the thin-film limit of $270^\circ$.

## 8. The model beside a real sample

The photon energy, 1.240 eV, lies below the optical gap of monolayer MoS2, roughly 1.9 eV. The margin shrinks in thicker films, whose indirect gap falls toward roughly 1.3 eV, so residual absorption deserves a size. For one layer, an assumed in-plane extinction coefficient of 0.01 shifts $\Psi$ by $-0.012^\circ$, which is 40% of the lossless change, while $\Delta$ moves by less than $0.001^\circ$. An assumed sheet of $10^{13}$ cm$^{-2}$ gate-induced carriers, with mass $0.5\,m_e$ and mobility 50 cm$^2$/Vs, shifts $\Delta$ by $+0.12^\circ$ in a Drude model, which leaves out the carriers' effect on the excitons. An in-plane index higher by 0.1, a rough allowance for temperature, strain or sample variation, shifts it by $-0.36^\circ$; 0.3 nm of trapped water shifts it by $+0.03^\circ$. Treating the film as isotropic with its in-plane index would cost $+0.09^\circ$. For one layer, each of these is small beside the step of $6.28^\circ$. The same indices with the bulk layer spacing of about 0.615 nm would give a step of $5.94^\circ$. An error in $J$ per layer accumulates with the layer number: read by (2), five layers appear as 4.8 with the assumed index and as 4.5 with an in-plane index lower by 0.1. An error of $0.05^\circ$ in the angle of incidence shifts $\Psi$ by $0.067^\circ$, more than twice its one-layer change, but $\Delta$ by only $0.028^\circ$.

Of the idealizations tested here, the semi-infinite substrate matters most. A real transparent plate also reflects from its back face. If that light is fully collected and adds incoherently, the reflected beam is slightly depolarized and the readings depend on how the instrument defines them. With $\tan^2\Psi=\langle|r_p|^2\rangle/\langle|r_s|^2\rangle$ and $\Delta=\arg\langle r_pr_s^*\rangle$, the apparent $\Psi$ of the bare plate is $23.9^\circ$ instead of $21.8^\circ$, and one layer appears to change $\Delta$ by $-2.28^\circ$ instead of $-6.28^\circ$. Read with the semi-infinite model, this would be less than half a layer. An instrument that infers $\Delta$ from $\cos\Delta$ alone would instead show about $11^\circ$ on the bare plate and $12^\circ$ with one layer. Counting layers by (2) therefore requires that the back reflection be suppressed, kept out of the detector or included in the model. It also requires a homogeneous substrate. On oxide-covered silicon the starting admittance in (7) is complex even without loss, (2) does not apply, and $\Psi$ changes at first order: on 285 nm of oxide over silicon (index 3.57, loss neglected), one layer at $70^\circ$ moves $\Psi$ by about $-2.9^\circ$ and $\Delta$ by only $-0.3^\circ$. The remaining values are in the numerical output.

## Calculated quantities

```
wavelength 1000 nm; photon energy 1.240 eV
film index in plane 4.2, out of plane 2.5; substrate 1.45
layer thickness 0.65 nm; angle of incidence 70.0 deg
eps_t 17.640, eps_z 6.250, eps_s 2.1025
D at this angle -0.6371; Brewster angle 55.41 deg
J of one layer 9.668 nm
  in-plane part 10.816 nm
  out-of-plane part -1.148 nm
bare: Psi 21.842 deg, Delta 0.00 deg
layers: dDelta exact, first order; dPsi exact, second order (deg)
  1: -6.280, -6.293; -0.0301, -0.0304
  2: -12.484, -12.586; -0.1176, -0.1214
  3: -18.543, -18.879; -0.2546, -0.2732
  4: -24.398, -25.172; -0.4293, -0.4856
one layer: |dDelta/dPsi| 209
one layer by angle: dDelta exact, first order; dPsi exact (deg)
  45 deg: 8.236, 8.514; 0.3821
  54 deg: 47.865, 71.041; 1.4544
  57 deg: -50.688, -63.806; 1.0710
  60 deg: -21.645, -22.186; 0.2969
  80 deg: -2.462, -2.466; -0.0365
at Brewster's angle: Psi exact, linear law; Delta exact (deg)
  1 layer(s): 2.764, 2.778; 264.92
  2 layer(s): 5.437, 5.543; 259.97
carriers 1e+13 cm^-2, mass 0.5 m_e, mobility 50 cm2/Vs
carrier part of eps_t: -0.276 -0.0103i
neglected effect: shift of Delta, shift of Psi (deg)
  absorption k=0.01: +0.0007, -0.0122
  gate carriers: +0.1160, -0.0007
  in-plane index +0.1: -0.3574, -0.0024
  water 0.3 nm, n=1.33: +0.0280, +0.0010
  angle +0.05 deg: +0.0281, +0.0673
  anisotropy ignored: +0.0916, -0.0022
back face left reflecting (incoherent, fully collected):
  bare apparent Psi 23.908 deg
  one layer: apparent dDelta -2.279 deg, dPsi -0.0106 deg
```
